# Counting Cubic and Quartic Force Constants of Water and Methane

## Problem

Expand the potential energy of a molecule about its equilibrium geometry. How many independent constants does symmetry leave in the cubic and in the quartic part, for water ($C_{2v}$) and for methane ($T_d$)?

The potential is a single Born–Oppenheimer surface, smooth near a nondegenerate equilibrium. Constants count as independent if symmetry permits them to be chosen freely. One constant may fix several partial derivatives, so this is not the number of nonzero derivatives.

## A tempting solution

Use changes of bond lengths and bond angles. Symmetry operations permute them, so two products that are carried into each other must have equal coefficients. Each class of equivalent products then gives one constant.

For water, take the stretches $r_1,r_2$ and the bend $\theta$. The only nontrivial permutation is $r_1\leftrightarrow r_2$. The cubic classes are represented by

$$r_1^3,\quad r_1^2r_2,\quad r_1^2\theta,\quad r_1r_2\theta,\quad r_1\theta^2,\quad \theta^3,$$

which are 6. The quartic classes are represented by

$$r_1^4,\ r_1^3r_2,\ r_1^2r_2^2,\ r_1^3\theta,\ r_1^2r_2\theta,\ r_1^2\theta^2,\ r_1r_2\theta^2,\ r_1\theta^3,\ \theta^4,$$

which are 9.

For methane, take four stretches and six bends. Picture the hydrogens as four points, a stretch as a mark on a point and a bend as an edge joining two points. The 24 operations of $T_d$ give all permutations of the points, so the classes are distinct patterns of marks and edges:

- Cubic patterns with 0, 1, 2, 3 edges number 3, 5, 6, 6. With three edges, for instance, there are a triple edge, a double edge with an adjacent or an opposite single edge, a triangle, a star and a path. The total is $3+5+6+6=20$.
- Quartic patterns with 0, 1, 2, 3, 4 edges number 5, 8, 15, 14, 11, with total 53.

The proposed answer is therefore 6 and 9 for water, 20 and 53 for methane.

## Where it fails

The patterns are counted correctly, but for methane they are not independent functions of the geometry. Water has $3\times3-6=3$ vibrations and three coordinates were used. Methane has $3\times5-6=9$ vibrations and ten coordinates were used.

The surplus lies in the angles. Let $\mathbf n_i$ be the unit vectors along the four bonds and $G_{ij}=\mathbf n_i\cdot\mathbf n_j=\cos\theta_{ij}$. Four vectors in three dimensions are linearly dependent, so $\det G=0$ at every geometry. At the tetrahedron the diagonal elements of $G$ are 1 and the others are $-1/3$. The vector $\mathbf e=(1,1,1,1)/2$ has eigenvalue $1-3/3=0$, and the three directions orthogonal to it have eigenvalue $1+1/3=4/3$. The first-order change of the determinant is the product of the nonzero eigenvalues times the change of the zero eigenvalue:

$$\delta\det G=\left(\tfrac43\right)^3\mathbf e^T\delta G\,\mathbf e
=\tfrac{64}{27}\cdot\tfrac14\cdot2\sum_{i<j}\delta\cos\theta_{ij}
=-\tfrac{32}{27}\sin\theta_0\sum_{i<j}\delta\theta_{ij}.$$

Here $\theta_0$ is the tetrahedral angle. Since $\delta\det G=0$, the sum $S=\sum_{i<j}\delta\theta_{ij}$ vanishes to first order. The coefficient of $S$ is not zero, so the implicit function theorem gives $S$ as a function of the other coordinates, beginning at second order. It is not a tenth vibration.

The quadratic count shows the damage. There are 7 quadratic patterns, but two of their invariant combinations can be chosen as $S^2$ and $S\rho$, where $\rho$ is the sum of the stretches. On real geometries $S^2$ is of fourth order and $S\rho$ of third order, so neither is a quadratic term. Five quadratic constants remain.

## The right solution

### Invariant polynomials and their number

Let $q$ be a complete, nonredundant set of vibrational coordinates on which an operation $g$ of the group $G$ acts linearly by a matrix $D(g)$. Symmetry requires $U(D(g)q)=U(q)$. A linear substitution does not change the degree of a polynomial, so the condition holds separately for each degree $n$.

On polynomials of degree $n$ define the group average

$$(Pp)(q)=\frac1{|G|}\sum_g p(D(g)q).$$

The averaged polynomial is invariant, because a further operation only reorders the sum. An invariant polynomial is left unchanged by $P$. Hence $P^2=P$, and the trace of $P$ is the dimension of the space of invariants:

$$h_n=\frac1{|G|}\sum_g\chi_n(g),$$

where $\chi_n(g)$ is the trace of the substitution $q\to D(g)q$ on degree-$n$ polynomials. These polynomials form the symmetric power of the representation, since the order of the factors in a product is immaterial.

### Characters of the symmetric powers

A matrix of finite order can be diagonalized over the complex numbers. In its eigencoordinates, with eigenvalues $\lambda_i$, each monomial is multiplied by the product of its eigenvalues. Thus $\chi_n$ is the sum of all products of $n$ eigenvalues, with repetition allowed and order ignored. Let $p_k=\sum_i\lambda_i^k=\chi(g^k)$.

For $n=3$, let $A,B,C$ be the sums of products of the types $\lambda_i^3$, $\lambda_i^2\lambda_j$ and $\lambda_i\lambda_j\lambda_k$, with different indices denoting different eigenvalues. Then

$$p_1^3=A+3B+6C,\qquad p_1p_2=A+B,\qquad p_3=A.$$

We need $A+B+C$, which is

$$\chi_3(g)=\frac{\chi(g)^3+3\chi(g)\chi(g^2)+2\chi(g^3)}6 .$$

For $n=4$, let $A,B,C,D,F$ be the sums of types $\lambda_i^4$, $\lambda_i^3\lambda_j$, $\lambda_i^2\lambda_j^2$, $\lambda_i^2\lambda_j\lambda_k$ and $\lambda_i\lambda_j\lambda_k\lambda_l$. Multiplying out gives

$$\begin{aligned}
p_1^4&=A+4B+6C+12D+24F,\\
p_1^2p_2&=A+2B+2C+2D,\\
p_2^2&=A+2C,\qquad p_1p_3=A+B,\qquad p_4=A.
\end{aligned}$$

With weights 1, 6, 3, 8, 6 for $p_1^4,\,p_1^2p_2,\,p_2^2,\,p_1p_3,\,p_4$, every type acquires the coefficient 24. For $B$, for example, $4+12+8=24$. Therefore

$$\chi_4(g)=\frac{\chi(g)^4+6\chi(g)^2\chi(g^2)+3\chi(g^2)^2+8\chi(g)\chi(g^3)+6\chi(g^4)}{24}.$$

### The vibrational character

Let $R$ be the $3\times3$ matrix of the operation. Among all atomic displacements, only atoms left in place contribute to the trace, each with $\operatorname{tr}R$. Translations account for $\operatorname{tr}R$. In a nonlinear molecule the three rotations form an axial vector and account for $\det R\,\operatorname{tr}R$; a linear molecule has only two rotations, and the formula below does not apply to it. Removing both gives

$$\chi(R)=N_{\rm fixed}\operatorname{tr}R-(1+\det R)\operatorname{tr}R .$$

### Water

Put the molecule in the $yz$ plane with its twofold axis along $z$. The identity gives $\chi=9-6=3$. Reflection in the molecular plane fixes three atoms and gives $\chi=3$. The other reflection fixes one atom and gives 1. The rotation has $\operatorname{tr}R=-1$ and gives $-1+2=1$. This is the representation $2A_1+B_2$.

Each operation squares to the identity, so $\chi(g^2)=\chi(g^4)=3$ and $\chi(g^3)=\chi(g)$. Where $\chi=3$, the symmetric powers have characters 10 and 15. Where $\chi=1$,

$$\chi_3=\frac{1+9+2}6=2,\qquad \chi_4=\frac{1+18+27+8+18}{24}=3.$$

Hence

$$h_3=\frac{10+10+2+2}4=6,\qquad h_4=\frac{15+15+3+3}4=9 .$$

The same result follows by parity. With $q_1,q_2$ of species $A_1$ and $q_3$ of species $B_2$, a monomial is allowed when the power of $q_3$ is even. The cubic part has four monomials without $q_3$ and two with $q_3^2$. The quartic part has $5+3+1$, for powers 0, 2 and 4 of $q_3$. The first solution was right for water because its three coordinates were nonredundant.

### Methane

The class of $g^k$ is needed as well as that of $g$. For $C_3$, the cube is the identity. For $S_4$, the square is $C_2$, the cube is again in the class $S_4$, and the fourth power is the identity.

| Class | Size | $\chi(g)$ | $\chi(g^2)$ | $\chi(g^3)$ | $\chi_3$ | $\chi_4$ |
|---|---|---|---|---|---|---|
| $E$ | 1 | 9 | 9 | 9 | 165 | 495 |
| $C_3$ | 8 | 0 | 0 | 9 | 3 | 0 |
| $C_2$ | 3 | 1 | 9 | 1 | 5 | 15 |
| $S_4$ | 6 | −1 | 1 | −1 | −1 | 3 |
| $\sigma_d$ | 6 | 3 | 9 | 3 | 19 | 39 |

As an example, a reflection has $\chi(g^4)=9$ and

$$\chi_4=\frac{81+486+243+72+54}{24}=39 .$$

Weighting each character by the class size gives

$$h_3=\frac{165+24+15-6+114}{24}=\frac{312}{24}=13,$$

$$h_4=\frac{495+0+45+18+234}{24}=\frac{792}{24}=33 .$$

**Water has 6 cubic and 9 quartic constants; methane has 13 cubic and 33 quartic constants.**

Dividing the 495 unrestricted quartic terms by the group order would give only about 21. The other classes add $297/24$, or about 12, and reflections supply 234 of that 297. For an operation with eigenvalues $\pm1$, $\chi_4$ is the number of monomials in the eigencoordinates left unchanged minus the number whose sign is reversed. A reflection has six eigenvalues $+1$ and three $-1$, so it keeps $126+126+15=267$ monomials and reverses $168+60=228$, giving 39. A $C_2$ has five $+1$ and four $-1$, so it keeps $70+150+35=255$ and reverses $140+100=240$, giving only 15. The reflections also form a class of six, against three for $C_2$.

## Repairing the first solution

The ten valence coordinates carry the nine-dimensional vibrational representation plus one extra $A_1$ coordinate, $S$. Any invariant polynomial of degree $n$ in the ten is a sum of terms $S^{n-k}p_k$, where $p_k$ is an invariant of degree $k$ in the nine. The number of patterns is therefore

$$o_n=h_0+h_1+\cdots+h_n,\qquad\text{so}\qquad h_n=o_n-o_{n-1}.$$

The pattern counts for $n=0,\ldots,4$ are 1, 2, 7, 20, 53. Their differences give $h_2=7-2=5$, $h_3=20-7=13$ and $h_4=53-20=33$. This route uses no symmetric-power characters, so it checks the result independently.

## What the methane constants are

The characters give $A_1+E+2T_2$. Call the coordinates $a$ for $A_1$, $(u,v)$ for $E$, and $\mathbf r,\mathbf s$ for the two $T_2$ sets, which transform as $(x,y,z)$. Let $(u,v)$ transform as $(2z^2-x^2-y^2,\ \sqrt3(x^2-y^2))$ and write $\eta=u+iv$. For three quantities $w_x,w_y,w_z$ that are permuted like $x^2,y^2,z^2$, define

$$W=2w_z-w_x-w_y+i\sqrt3\,(w_x-w_y)
=2\left(w_z+e^{2\pi i/3}w_x+e^{-2\pi i/3}w_y\right).$$

A cyclic permutation of the axes multiplies $\eta$ and $W$ by the same cube root of unity. Exchange of $x$ and $y$ conjugates both. Thus $|\eta|^2$, $\operatorname{Re}\eta^3$, $\operatorname{Re}(\eta^*W)$ and $\operatorname{Re}(\eta^2W)$ are invariant.

The 13 cubic invariants are:

- $a^3$, $a|\eta|^2$ and $\operatorname{Re}\eta^3=u^3-3uv^2$: 3;
- $a$ times $\mathbf r\cdot\mathbf r$, $\mathbf r\cdot\mathbf s$ or $\mathbf s\cdot\mathbf s$: 3;
- $\operatorname{Re}(\eta^*W)$ with $w_i=r_i^2$, $r_is_i$ or $s_i^2$: 3;
- $r_xr_yr_z$, $s_xs_ys_z$, and the two mixed forms $r_xr_ys_z+r_xs_yr_z+s_xr_yr_z$ and its partner with $\mathbf r$ and $\mathbf s$ exchanged: 4.

Multiplying each by $a$ gives 13 quartic invariants. The 20 without $a$ are:

- $|\eta|^4$: 1;
- $|\eta|^2$ times each of the three scalar products, and $\operatorname{Re}(\eta^2W)$ for the same three choices of $w$: 6;
- $\operatorname{Im}(\eta^*W)$ with $w_i=(\mathbf r\times\mathbf s)_ir_i$ or $(\mathbf r\times\mathbf s)_is_i$: 2;
- forms in $\mathbf r$ and $\mathbf s$ alone: 11.

The imaginary part in the third line has a reason. A cross product acquires an extra factor $\det R$, so exchange of $x$ and $y$ sends $W$ to $-W^*$. Then $\eta^*W$ goes to $-(\eta^*W)^*$, whose imaginary part is unchanged.

The eleven forms in the last line are

$$\begin{gathered}
(\mathbf r\cdot\mathbf r)^2,\ \sum_i r_i^4,\ (\mathbf r\cdot\mathbf r)(\mathbf r\cdot\mathbf s),\ \sum_i r_i^3s_i,\\
(\mathbf r\cdot\mathbf r)(\mathbf s\cdot\mathbf s),\ (\mathbf r\cdot\mathbf s)^2,\ \sum_i r_i^2s_i^2,\\
(\mathbf s\cdot\mathbf s)(\mathbf r\cdot\mathbf s),\ \sum_i r_is_i^3,\ (\mathbf s\cdot\mathbf s)^2,\ \sum_i s_i^4 .
\end{gathered}$$

Numerical tests confirm that all the listed polynomials are invariant and linearly independent. Since their numbers equal $h_3$ and $h_4$, the lists are complete.

The two invariants containing $\mathbf r\times\mathbf s$ vanish when $\mathbf r$ and $\mathbf s$ are parallel. Energies computed only along such displacements cannot determine their constants, however many points are taken. Nor can they separate the constants of $(\mathbf r\cdot\mathbf r)(\mathbf s\cdot\mathbf s)$ and $(\mathbf r\cdot\mathbf s)^2$, because these two invariants are equal there. Such energies therefore give only 30 independent combinations of the 33 quartic constants. To reach the two cross-product constants, some displacements must combine an $E$ component with nonparallel $T_2$ vectors.

## Conditions on the count

A nonlinear change of coordinates that respects the symmetry can mix quadratic constants into cubic ones and change their values. It leaves $h_n$ unchanged if the new coordinates carry the same linear representation.

Isotopic substitution does not alter the Born–Oppenheimer potential. The normal coordinates of a partly deuterated methane have lower symmetry and can show more nonzero coefficients, but those coefficients are fixed by the same 5 quadratic, 13 cubic and 33 quartic constants, together with the masses and the equilibrium bond length. The lower orders enter the quartic coefficients because rectilinear normal coordinates are separated from rotation by a mass-dependent condition, so their relation to the coordinates of the parent molecule is nonlinear. Treating them all as free would discard known symmetry.

The counts are upper limits on the number of nonzero constants in a particular potential, because some may vanish for reasons other than symmetry. If electronic states are degenerate at the reference geometry, a single surface need not have a Taylor expansion there, and the coupled electronic states must be expanded instead.

## Numbers as computed

```
water: group order 4, vibrations 3 (counts)
  terms without symmetry, orders 2,3,4 (count): [6, 10, 15]
  character sums, orders 3,4 (pure number): [24, 36]
  independent constants, orders 2,3,4 (count): [4, 6, 9]
methane: group order 24, vibrations 9 (counts)
  terms without symmetry, orders 2,3,4 (count): [45, 165, 495]
  character sums, orders 3,4 (pure number): [312, 792]
  independent constants, orders 2,3,4 (count): [5, 13, 33]
water species A1,B2 (count): 2, 1
water table: signs of x,y,z | chi, chi3, chi4 (pure numbers)
   [1, 1, 1] | 3 10 15
   [1, -1, 1] | 1 2 3
   [-1, 1, 1] | 3 10 15
   [-1, -1, 1] | 1 2 3
water allowed powers of q1,q2 (A1) and q3 (B2) (exponents):
  order 3: 300 210 120 102 030 012
  order 4: 400 310 220 202 130 112 040 022 004
methane species A1,E,T2 (count): [1, 1, 2]
methane table: class, size | chi of g,g2,g3,g4 | chi3, chi4 (numbers)
  E, 1 | [9, 9, 9, 9] | 165 495
  C3, 8 | [0, 0, 9, 0] | 3 0
  C2, 3 | [1, 9, 1, 9] | 5 15
  S4, 6 | [-1, 1, -1, 9] | -1 3
  sigma_d, 6 | [3, 9, 3, 9] | 19 39
methane sectors: degrees in A1,E,T2 -> independent constants (count)
  order 3: 300->1 120->1 102->3 030->1 012->3 003->4
  order 4: 400->1 220->1 202->3 130->1 112->3 103->4 040->1 022->6 013->2 004->11
ten redundant coordinates, orbits of orders 0-4 (count): [1, 2, 7, 20, 53]
orbit differences, orders 2,3,4 (count): [5, 13, 33]
```
